# Spiral growth rate at the characteristic supersaturation

## Problem

A crystal face grows from its vapour around one screw dislocation. The dislocation pins the end of a step of height $h$, which winds into a spiral and keeps supplying steps. The supersaturation is $\sigma=P/P_e-1$, where $P$ is the vapour pressure and $P_e$ its equilibrium value at the crystal temperature $T$.

Molecules arrive at a rate $F$ per unit area, and all of them adsorb. An adatom diffuses with coefficient $D$ and desorbs after a mean time $\tau$ unless it first joins a step. Steps exchange adatoms quickly and equally with both neighbouring terraces, so the adatom density at a straight step is the equilibrium value $n_{eq}$. The step line tension $\beta$ is the same in all directions, and $\sigma\ll1$.

(a) Derive the growth rate $R(\sigma)$ and its straight-line asymptote at high supersaturation.

(b) The characteristic supersaturation $\sigma_1$ is the one at which the spacing $\lambda$ of the spiral's turns equals twice the diffusion length $x_s=\sqrt{D\tau}$. What fraction of the asymptote, read at the same $\sigma$, does the growth rate reach there?

(c) Evaluate the rate for round parameters in the regime of NaCl(001) growing from vapour near 700 K:

- $h=0.28$ nm and $\beta=0.20$ eV/nm;
- $x_s=100$ nm;
- $P_e=10^{-6}$ Torr.

## First estimate by scaling

At equilibrium, arrival balances desorption, so the equilibrium flux is $F_{eq}=n_{eq}/\tau$. Arrival is proportional to pressure, hence $F=(1+\sigma)F_{eq}$. The flux available for growth is the difference, $\sigma F_{eq}$. If steps caught all of it, the face would advance at

$$R_{lin}=\Omega F_{eq}\sigma\equiv C\sigma ,$$

where $\Omega$ is the volume per molecule in the crystal.

A step can draw on adatoms from a distance of about $x_s$ on either side. It therefore collects from a strip of width $2x_s$, out of a width $\lambda$ belonging to each step. The captured fraction is about $2x_s/\lambda$ when the steps are far apart, and 1 when the strips cover the surface.

The spacing follows from the critical radius $r_c$, at which a curved step neither grows nor shrinks. Near the dislocation the step must curve with about this radius. Take an Archimedean spiral, $r=A\theta$. Its curvature is

$$\kappa=\frac{r^2+2r'^2-rr''}{(r^2+r'^2)^{3/2}},\qquad r'=A,\quad r''=0 ,$$

which at $r=0$ equals $2A^2/A^3=2/A$. Setting this to $1/r_c$ gives $A=2r_c$ and a spacing $2\pi A=4\pi r_c$. Since $r_c$ varies as $1/\sigma$ (shown below), so does $\lambda$, and $2x_s/\lambda=\sigma/\sigma_1$. The estimate is

$$R_{est}=\begin{cases}C\sigma^2/\sigma_1, & \sigma<\sigma_1,\\ C\sigma, & \sigma>\sigma_1.\end{cases}$$

The two branches meet at $\sigma_1$. There the strips just touch, and the estimate puts the growth rate at 100 percent of the line.

## Exact solution of the model

**Adatoms between steps.** Put $x=0$ midway between two straight steps at $x=\pm\lambda/2$. If the steps move little while the adatoms relax, the density $n(x)$ obeys

$$D n''-\frac{n}{\tau}+F=0 .$$

Write $n=n_{eq}+N$, use $F=(1+\sigma)n_{eq}/\tau$, and multiply by $\tau$:

$$x_s^2N''-N+\sigma n_{eq}=0,\qquad N(\pm\lambda/2)=0 .$$

A particular solution is $N=\sigma n_{eq}$. The even homogeneous solution is $\cosh(x/x_s)$, with its amplitude fixed by the condition at the steps. With $u=\lambda/(2x_s)$,

$$N(x)=\sigma n_{eq}\left[1-\frac{\cosh(x/x_s)}{\cosh u}\right].$$

**Step speed.** The adatom current into the step at $x=\lambda/2$ from this terrace is

$$-DN'(\lambda/2)=\frac{D\sigma n_{eq}}{x_s}\tanh u=\sigma F_{eq}x_s\tanh u ,$$

because $Dn_{eq}=x_s^2n_{eq}/\tau=x_s^2F_{eq}$. The terrace on the other side supplies the same current. Each molecule adds an area $a_s=\Omega/h$ to the layer, so

$$v=2a_sF_{eq}\,\sigma x_s\tanh u .$$

**Growth rate at given spacing.** A step passes any fixed point once in each time $\lambda/v$ and raises the surface there by $h$. Therefore

$$R=\frac{hv}{\lambda}=\Omega F_{eq}\sigma\,\frac{2x_s}{\lambda}\tanh u=C\sigma\,\frac{\tanh u}{u}.$$

The factor $(\tanh u)/u$ is the share of the available flux that the steps capture. The mass balance confirms this. The mean of $N/(\sigma n_{eq})$ over the terrace is $1-(\tanh u)/u$, and this is the share lost by desorption above the equilibrium rate.

**Critical radius.** A round one-layer island of radius $r$ costs step energy and gains $\Delta\mu$ per molecule:

$$G(r)=2\pi r\beta-\frac{\pi r^2}{a_s}\Delta\mu,\qquad \Delta\mu=kT\ln(1+\sigma)\approx kT\sigma .$$

Setting $dG/dr=2\pi\beta-2\pi r\Delta\mu/a_s$ to zero gives

$$r_c=\frac{a_s\beta}{\Delta\mu}\approx\frac{a_s\beta}{kT\sigma}.$$

**Spiral spacing.** The equilibrium adatom density at a step of radius $r$ is raised to $n_{eq}(1+a_s\beta/kTr)=n_{eq}(1+\sigma r_c/r)$, to first order. The driving excess falls from $\sigma$ to $\sigma(1-r_c/r)$. The model scales the step speed by the same factor, $v(r)=v_\infty(1-r_c/r)$, where $v_\infty$ is the straight-step speed found above. This treats the diffusion field of a curved step like that of a straight one, which is an approximation near the centre, where the radius of curvature can be smaller than $x_s$.

Let the spiral $\theta(r)$ rotate rigidly at angular rate $\omega$, and let $\chi$ be the angle between the step and the radial direction, so that $\tan\chi=r\,d\theta/dr\equiv\psi$. A point of the rotating curve moves azimuthally at $\omega r$. The component normal to the step is $\omega r\cos\chi=\omega r/\sqrt{1+\psi^2}$. The tangent turns by $d(\theta+\chi)$ over an arc length $dr/\cos\chi$, so the curvature is

$$\kappa=\cos\chi\left(\frac{\psi}{r}+\frac{d\chi}{dr}\right)=\frac{\psi}{r\sqrt{1+\psi^2}}+\frac{\psi'}{(1+\psi^2)^{3/2}} .$$

The shape equation is then

$$\frac{\omega r}{\sqrt{1+\psi^2}}=v_\infty(1-r_c\kappa).$$

At $r=0$ the left side vanishes, so $\kappa=1/r_c$ and $\psi\approx r/(2r_c)$. Far out the curvature vanishes and $\psi\approx\omega r/v_\infty$. Then $d\theta/dr=\omega/v_\infty$, and successive turns are $\lambda=2\pi v_\infty/\omega$ apart.

Integrating outwards from the centre, too small an $\omega$ makes $\psi$ run away upwards, and too large an $\omega$ makes it fall to zero. Narrowing the interval between the two outcomes gives $\omega=0.33096\,v_\infty/r_c$, so

$$\lambda=Kr_c,\qquad K=\frac{2\pi}{0.33096}=18.985 .$$

The speed $v_\infty$ has dropped out. The spacing therefore does not depend on the factor $\tanh u$ inside $v_\infty$, as long as that factor is the same everywhere on the spiral.

**The growth law.** Insert $\lambda=Kr_c$ into $u$:

$$u=\frac{Ka_s\beta}{2kTx_s}\,\frac1\sigma=\frac{\sigma_1}{\sigma},\qquad \sigma_1=\frac{Ka_s\beta}{2kTx_s}.$$

At $\sigma=\sigma_1$ this gives $u=1$, or $\lambda=2x_s$, in agreement with the definition in the problem. The rate becomes the Burton-Cabrera-Frank law,

$$R(\sigma)=C\,\frac{\sigma^2}{\sigma_1}\tanh\frac{\sigma_1}{\sigma}.$$

**The two limits.** For $\sigma\gg\sigma_1$ use $\tanh y=y-y^3/3+\dots$ with $y=\sigma_1/\sigma$:

$$R=C\frac{\sigma^2}{\sigma_1}\left[\frac{\sigma_1}{\sigma}-\frac{\sigma_1^3}{3\sigma^3}+\dots\right]=C\sigma-\frac{C\sigma_1^2}{3\sigma}+\dots$$

The correction tends to zero, so the asymptote is $C\sigma$ itself, a line through the origin with no constant offset. For $\sigma\ll\sigma_1$ the hyperbolic tangent tends to 1, and $R\to C\sigma^2/\sigma_1$. One power of $\sigma$ comes from the available flux and the other from the density of steps.

**The fraction at $\sigma_1$.** Dividing the law by the line at the same supersaturation gives

$$\frac{R(\sigma_1)}{C\sigma_1}=\tanh1=0.7616 .$$

Growth proceeds at 76 percent of its linear asymptote. The remaining 24 percent of the available flux desorbs from the terraces. Neither $C$ nor any material constant enters the ratio. At $\sigma_1$ the parabola $C\sigma^2/\sigma_1$ has the same value $C\sigma_1$ as the line, so the rate is also 76 percent of the low-supersaturation law.

The asymptote can also be found without the formula, by solving the terrace equation on a grid. A straight line through the grid rates at $50\sigma_1$ and $100\sigma_1$ has slope $1.000067\,C$ and intercept $-0.010\,C\sigma_1$. The correction term $-C\sigma_1^2/(3\sigma)$ accounts for both small departures. The grid rate at $\sigma_1$, divided by this slope times $\sigma_1$, is 0.7615. These supersaturations serve to find the limit of the formula; they lie outside the range $\sigma\ll1$ for the crystal below.

## Numbers for the example

At 700 K, $kT=0.0603$ eV. Rock salt has one NaCl unit per volume $2h^3$, so $a_s=2h^2=0.1568$ nm² and $\Omega=0.0439$ nm³. The characteristic supersaturation is

$$\sigma_1=\frac{18.985\times0.1568\times0.20}{2\times0.0603\times100}\approx0.049 ,$$

which means a pressure about 5 percent above equilibrium. The critical radius there is 10.5 nm, and the spacing is $18.985\times10.53=200$ nm, twice $x_s$.

The equilibrium flux of molecules of mass $m$ (molar mass 58.44 g/mol) is $F_{eq}=P_e/\sqrt{2\pi mkT}=1.737$ nm⁻² s⁻¹. Hence

$$C=0.0439\times1.737\times3600=274.5\ \text{nm/h}$$

per unit supersaturation. At $\sigma_1$ the line stands at 13.5 nm/h, and the growth rate is

$$R(\sigma_1)=0.7616\times13.55=10.3\ \text{nm/h}=0.0029\ \text{nm/s}.$$

The step picture gives the same rate. The steps move at 2.05 nm/s and need 97.7 s to cover 200 nm, and each passage adds 0.28 nm.

## Comparison of the estimate and the solution

| $\sigma/\sigma_1$ | $R$ (nm/h) | $R/(C\sigma)$ | estimated ratio |
|---|---|---|---|
| 0.2 | 0.54 | 0.200 | 0.2 |
| 0.5 | 3.27 | 0.482 | 0.5 |
| 1 | 10.3 | 0.762 | 1 |
| 2 | 25.0 | 0.924 | 1 |
| 5 | 66.8 | 0.987 | 1 |

The estimate has both limits right and is worst where its branches meet. Below $\sigma_1$ the ratio $R/R_{est}$ is $\tanh(\sigma_1/\sigma)$, which falls as $\sigma$ rises. Above $\sigma_1$ it is $(\sigma/\sigma_1)\tanh(\sigma_1/\sigma)$, which rises. The minimum is at $\sigma_1$, where the estimate is too high by $1/0.7616-1$, or 31 percent of the true rate.

The reason lies in the chance $p$ that an adatom reaches a step before it desorbs. This obeys $x_s^2p''=p$ with $p=1$ at a step. On one side of an isolated step $p=e^{-d/x_s}$ at distance $d$, and the integral of $p$ over $d$ is $x_s$. The strip width is thus right for an isolated step, but only in total: adatoms lost from inside the strip are made up by others captured from beyond it. When $\lambda=2x_s$, the region beyond the strip belongs to the next step and cannot make up the loss in full. Between two steps $p=\cosh(x/x_s)/\cosh u$, whose mean is $(\tanh u)/u$, or $\tanh1$ at $u=1$.

The approach to the line is gradual. In the ideal law the rate reaches 95 percent of it at $2.50\,\sigma_1$, or $\sigma=0.12$ with the parameters above. For a real crystal this point is much less certain than the law suggests: the crude measure of centre depletion used in the next section would, taken alone, move it to about $18\,\sigma_1$, outside the range $\sigma\ll1$.

The Archimedean prefactor is a separate error of the estimate. With $4\pi=12.57$ in place of 18.985, $\sigma_1$ would be 0.033 instead of 0.049. This moves the point at which the fraction is read but leaves the fraction at that point unchanged. The same holds for any other prefactor, such as that of a square spiral, provided that the spacing still varies as $1/\sigma$ and the steps capture adatoms as parallel lines do.

## How far the model holds for a real crystal

The parameters are rough typical values for NaCl(001), not measurements of one sample. The diffusion length is the least certain, and $\sigma_1$ varies as $1/x_s$. The rate of 10 nm/h is thus an order of magnitude, while the 76 percent belongs to the law. Of the corrections sized here, with the inputs assumed, the largest change to this percentage comes from dropping the assumption that the spiral centre feels the full supersaturation. In fact the surrounding turn depletes it. As a crude measure, treat the centre as the middle of a round terrace of radius $\lambda$ bounded by an ideal step. The diffusion equation in the disc gives a central excess of $1-1/I_0(\lambda/x_s)$ times the undepleted one, where $I_0$ is the modified Bessel function; for $\lambda=2x_s$ this is 0.56. The critical radius and the spacing grow in inverse proportion, so at the same $\sigma=\sigma_1$ the spacing must satisfy $u[1-1/I_0(2u)]=1$. The solution is $u=1.35$, and the captured share falls from 0.76 to about 0.65.

A second effect near the centre acts the other way. Diffusion feeds a strongly curved step faster than a straight one. For an isolated ring of radius $r$ the supply per unit length, relative to that of a straight step, is $1/[2\rho I_0(\rho)K_0(\rho)]$, with $\rho=r/x_s$ and $K_0$ the other modified Bessel function. This factor is about 2 at $r=r_c$, falls slightly below 1 for $r$ above about $0.54\,x_s$, and returns to 1 for a straight step. Putting it into the shape equation at the local radius of curvature, without depletion, lowers $K$ to about 13.9 and raises the share to about 0.85. Both measures are crude, so even the sign of the net change is not settled here.

Other corrections, with $\sigma$ held at the same $\sigma_1$, are as follows.

- **Full logarithm.** Using $\ln(1+\sigma)$ in $\Delta\mu$, with $K$ held fixed, widens the spacing slightly and gives 0.753. Keeping the adatom density at a curved step in its full exponential form as well lowers $K$ a little and offsets part of this change.
- **Slow attachment.** Let the current into a step be $kN$, with $k$ here a rate coefficient, and let $d_a=D/k$. Writing $N=\sigma n_{eq}[1-B\cosh(x/x_s)]$, the condition $-DN'=kN$ at the step gives $B=1/[\cosh u+(d_a/x_s)\sinh u]$. The captured share $B\sinh u/u$ at $u=1$ is $\tanh1/[1+(d_a/x_s)\tanh1]$. An assumed $d_a=0.1\,x_s$ gives 0.708.
- **Moving steps.** The neglected motion is measured by $vx_s/D=2a_sn_{eq}\sigma\tanh u$. For an assumed adatom coverage $a_sn_{eq}=0.01$ this is $8\times10^{-4}$.

Vapour dimers, which would alter the flux, are neglected and not sized.

The spiral is the only source of steps as long as new islands are rare. An island must pass the barrier $G(r_c)=\pi\beta^2a_s/\Delta\mu$. Here $\Delta\mu$ is set by the local adatom density. On a step-free area much wider than $x_s$ the adatoms carry the full supersaturation, and with the full logarithm in $\Delta\mu$ the barrier is 112 $kT$ at $\sigma_1$ but only 25 $kT$ at $5\sigma_1$. Between the turns of the spiral the steps drain the terrace, and the local excess is at most $\sigma(1-1/\cosh u)$, which is $0.35\,\sigma_1$ at $\sigma_1$ and only $0.10\,\sigma_1$ at $5\sigma_1$. The barrier there is about 310 $kT$ and 1100 $kT$; in the ideal law it stays above about 290 $kT$ at every $\sigma$. With the wider spacing from the crude depletion measure it is about 220 $kT$ and 130 $kT$. Islands therefore compete mainly on parts of the face that the spiral steps do not drain. Islands that did form would add steps and so bring the captured share closer to 1. As long as all steps are straight or convex, the share cannot exceed 1, because the adatom density is then nowhere below $n_{eq}$ and desorption never falls below $F_{eq}$. The line $C\sigma$ is thus an upper limit for growth by the spiral alone. Merging islands leave concave steps, where the density dips below $n_{eq}$ and the share can exceed 1 locally for a time. Once islands are common, the spiral law no longer applies.

Holding the crystal at $\sigma_1$ needs close control of its temperature as well as of the pressure. With a rough heat of sublimation of $\Delta H=2.2$ eV, $P_e$ changes by the fraction $\Delta H/kT^2=0.052$ per kelvin. An error of about 1 K in the crystal temperature therefore shifts the supersaturation by as much as $\sigma_1$ itself. The remaining values are in the numerical output.

## Computed values

```
Temperature: 700 K; kT: 0.0603 eV
Step height h: 0.28 nm
Area per molecule in a layer: 0.1568 nm^2
Molecular volume: 0.0439 nm^3
Line tension: 0.20 eV/nm
Diffusion length xs: 100 nm
Equilibrium pressure: 1.0e-06 Torr
Molar mass: 58.44 g/mol
Equilibrium flux: 1.737 per nm^2 per s
Spiral rotation rate: 0.33096 v_inf/rc
Spacing prefactor K: 18.985; Archimedean 4 pi: 12.566
Characteristic supersaturation s1: 0.0493 (no unit)
Pressure at s1: 1.0493e-06 Torr
Critical radius at s1 (linearized): 10.53 nm
Step spacing at s1: 200.0 nm
Step speed at s1: 2.047 nm/s
Time per layer at s1: 97.7 s
Slope C: 274.50 nm/h per unit supersaturation
Linear asymptote at s1: 13.547 nm/h
BCF rate at s1: 10.317 nm/h = 0.00287 nm/s
tanh(1): 0.761594
Grid rate / extracted line at s1: 0.76154
Grid rate / extracted parabola at s1: 0.76160
Extracted line slope / C: 1.000067
Extracted line intercept / (C s1): -0.01000
s/s1 | s | BCF rate (nm/h) | line (nm/h) | ratio
0.2 | 0.0099 | 0.542 | 2.709 | 0.2000
0.5 | 0.0247 | 3.265 | 6.773 | 0.4820
1.0 | 0.0493 | 10.317 | 13.547 | 0.7616
2.0 | 0.0987 | 25.041 | 27.093 | 0.9242
5.0 | 0.2467 | 66.844 | 67.733 | 0.9869
95 percent of line reached at s/s1: 2.503; s: 0.1235
Neglected effects at s1:
Ratio with full logarithm: 0.7532
Critical radius with full logarithm: 10.79 nm
Centre excess in disc of radius 2 xs: 0.5613
Centre depletion, spacing/(2 xs): 1.3511
Ratio with centre depletion (crude): 0.6471
Attachment length / xs assumed: 0.10
Ratio with slow attachment: 0.7077
Adatom coverage assumed as ceiling: 0.01
Step motion number v xs/D at that coverage: 7.52e-04
Island barrier at s1: 112.4 kT
Island barrier at 5 s1: 24.6 kT
Heat of sublimation (rough): 2.2 eV
Relative change of Pe per kelvin: 0.0521 per K
Temperature error equal to s1: 0.95 K
s1 if prefactor were 4 pi: 0.0327 (no unit)
```
